# Zero-phonon energy and Huang-Rhys factor from absorption and emission energies: verification in Python

```python
"""
Result under test: for two displaced parabolas of equal curvature,
    E_zpl = (E_abs + E_em)/2     and     S = (E_abs - E_em)/(2*hw).
E_abs, E_em : vertical absorption and emission energies (eV)
hw          : phonon quantum of the lower state (eV)
S           : Huang-Rhys factor; S*hw is the relaxation energy
q           : dimensionless coordinate, lower curve hw*q^2/2
d           : displacement of the upper minimum, S = d^2/2
r           : upper/lower frequency ratio (1 for equal curvatures)
Spectra are computed by grid diagonalization and explicit overlaps,
without using the Poisson law or any moment formula.
"""
import numpy as np
from scipy import constants as const
from scipy.special import gammaln

E_abs, E_em, hw = 3.0, 1.8, 0.060
temperature = 300.0
kT = const.k * temperature / const.e

# Inference from the two optical energies
E_zpl = (E_abs + E_em) / 2
S = (E_abs - E_em) / (2 * hw)
E_relax = S * hw
d = np.sqrt(2 * S)

# Grid representation of the kinetic energy (sinc functions)
step = 0.12
q = np.arange(-13.0, 19.0, step)
index = np.arange(len(q))
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**np.abs(diff) / safe**2) / (2 * step**2)


def vibrational_states(minimum, ratio, offset):
    potential = offset + hw * ratio**2 * (q - minimum)**2 / 2
    return np.linalg.eigh(hw * kinetic + np.diag(potential))


def thermal_weights(energies, thermal_energy, count=25):
    if thermal_energy == 0:
        weights = np.zeros(count)
        weights[0] = 1.0
        return weights
    weights = np.exp(-(energies[:count] - energies[0]) / thermal_energy)
    return weights / weights.sum()


def spectra(lower, upper, thermal_energy):
    """Line energies and weights for absorption and for emission."""
    (e_low, c_low), (e_up, c_up) = lower, upper
    overlap2 = (c_low.T @ c_up)**2          # [lower state, upper state]
    p_low = thermal_weights(e_low, thermal_energy)
    p_up = thermal_weights(e_up, thermal_energy)
    m = len(p_low)
    absorption = ((e_up[None, :] - e_low[:m, None]).ravel(),
                  (p_low[:, None] * overlap2[:m, :]).ravel())
    emission = ((e_up[None, :m] - e_low[:, None]).ravel(),
                (p_up[None, :] * overlap2[:, :m]).ravel())
    return absorption, emission


def centroid(lines, power=0):
    energy, weight = lines
    w = weight * energy**power
    return np.sum(w * energy) / np.sum(w)


def variance(lines):
    energy, weight = lines
    return np.sum(weight * (energy - centroid(lines))**2) / weight.sum()


def band_maximum(lines, broadening):
    energy, weight = lines
    keep = weight > 1e-12
    energy, weight = energy[keep], weight[keep]
    x = centroid(lines) + np.arange(-0.12, 0.12, 0.0001)
    shape = np.exp(-(x[:, None] - energy)**2 / (2 * broadening**2)) @ weight
    return x[np.argmax(shape)]


lower = vibrational_states(0.0, 1.0, 0.0)
upper = vibrational_states(d, 1.0, E_zpl)
abs0, em0 = spectra(lower, upper, 0.0)
absT, emT = spectra(lower, upper, kT)

# The inferred parameters must reproduce the given optical energies
zpl_numeric = upper[0][0] - lower[0][0]
assert abs(zpl_numeric - E_zpl) < 1e-8
for absorption, emission in ((abs0, em0), (absT, emT)):
    assert abs(centroid(absorption) - E_abs) < 1e-7
    assert abs(centroid(emission) - E_em) < 1e-7

# Line weights at zero temperature against the Poisson law
n = np.arange(31)
poisson = np.exp(-S + n * np.log(S) - gammaln(n + 1))
numeric_weights = (lower[1][:, 0] @ upper[1][:, :31])**2
assert np.max(np.abs(numeric_weights - poisson)) < 1e-9

# Widths at both temperatures
coth = 1 / np.tanh(hw / (2 * kT))
assert abs(variance(abs0) - S * hw**2) < 1e-7
assert abs(variance(absT) - S * hw**2 * coth) < 1e-7
assert abs(variance(emT) - S * hw**2 * coth) < 1e-7
sigma0, sigmaT = np.sqrt(variance(abs0)), np.sqrt(variance(absT))
fwhm_factor = 2 * np.sqrt(2 * np.log(2))

# Forgetting that the Stokes shift holds two relaxation energies
S_wrong = (E_abs - E_em) / hw
upper_wrong = vibrational_states(np.sqrt(2 * S_wrong), 1.0, E_zpl)
abs_wrong = centroid(spectra(lower, upper_wrong, 0.0)[0])
assert abs(abs_wrong - E_abs) > 0.5

# Maxima of the smooth bands; leading cumulant estimate of their shift
broadening = 0.8 * hw
peak_abs = band_maximum(absT, broadening)
peak_em = band_maximum(emT, broadening)
peak_shift = S * hw**3 / (2 * (sigmaT**2 + broadening**2))
# tolerance covers next cumulant order (about 0.01 hw) and the 0.1 meV grid
assert abs((E_abs - peak_abs) - peak_shift) < 0.0015
assert abs((peak_em - E_em) - peak_shift) < 0.0015
S_peaks = (peak_abs - peak_em) / (2 * hw)
zpl_peaks = (peak_abs + peak_em) / 2
assert abs(zpl_peaks - E_zpl) < 0.0003

# Raw intensities: factor E in absorption, E^3 in photon emission rate
raw_abs, raw_em = centroid(absT, 1), centroid(emT, 3)
est_abs, est_em = sigmaT**2 / E_abs, 3 * sigmaT**2 / E_em
assert abs(raw_abs - E_abs - est_abs) < 1e-6
# emission estimate is first order in sigma^2/E^2; next order is a few meV
assert abs(raw_em - E_em - est_em) < 0.006
S_raw = (raw_abs - raw_em) / (2 * hw)
zpl_raw = (raw_abs + raw_em) / 2

# Upper state softer by ten per cent in frequency, same vertical energies
r = 0.9
stokes = E_abs - E_em
relax_low = stokes / (1 + r**2)
relax_up = stokes * r**2 / (1 + r**2)
minimum_gap = E_em + relax_low
zpl_soft = minimum_gap + (r - 1) * hw / 2
S_low, S_up = relax_low / hw, relax_up / (r * hw)
upper_soft = vibrational_states(np.sqrt(2 * S_low), r, minimum_gap)
abs_soft, em_soft = spectra(lower, upper_soft, 0.0)
assert abs(upper_soft[0][0] - lower[0][0] - zpl_soft) < 1e-8
# zero-point spread displaces centroids from vertical energies when r != 1
assert abs(centroid(abs_soft) - E_abs - hw * (r**2 - 1) / 4) < 1e-7
assert abs(centroid(em_soft) - E_em - hw * (r**2 - 1) / (4 * r)) < 1e-7

# Sensitivity to the phonon quantum and to the gate field
S_50, S_70 = E_relax / 0.050, E_relax / 0.070
field_MV_cm, dipole_e_nm = 2.0, 0.1
stark = field_MV_cm * 1e8 * dipole_e_nm * 1e-9
wavelength = const.h * const.c / (E_zpl * const.e) * 1e9

print(f"absorption, vertical: {E_abs:.2f} eV")
print(f"emission, vertical: {E_em:.2f} eV")
print(f"phonon quantum: {hw*1e3:.0f} meV")
print(f"Stokes shift: {stokes:.2f} eV")
print(f"zero-phonon energy: {E_zpl:.3f} eV")
print(f"zero-phonon wavelength: {wavelength:.1f} nm")
print(f"relaxation energy: {E_relax:.3f} eV")
print(f"Huang-Rhys factor: {S:.3f}")
print(f"displacement d: {d:.3f} (dimensionless)")
print(f"zero-phonon energy from diagonalization: {zpl_numeric:.6f} eV")
print(f"absorption centroid, 0 K: {centroid(abs0):.6f} eV")
print(f"emission centroid, 0 K: {centroid(em0):.6f} eV")
print(f"absorption centroid, 300 K: {centroid(absT):.6f} eV")
print(f"emission centroid, 300 K: {centroid(emT):.6f} eV")
print(f"zero-phonon weight, 0 K: {numeric_weights[0]:.3e}")
for k in (8, 9, 10, 11):
    print(f"weight of {k}-phonon line, 0 K: {numeric_weights[k]:.4f}")
print(f"thermal energy at {temperature:.0f} K: {kT*1e3:.2f} meV")
print(f"coth(hw/2kT) at 300 K: {coth:.4f}")
print(f"standard deviation, 0 K: {sigma0*1e3:.1f} meV")
print(f"standard deviation, 300 K: {sigmaT*1e3:.1f} meV")
print(f"Gaussian-equivalent FWHM, 0 K: {fwhm_factor*sigma0:.3f} eV")
print(f"Gaussian-equivalent FWHM, 300 K: {fwhm_factor*sigmaT:.3f} eV")
print(f"S without the factor 2: {S_wrong:.1f}")
print(f"absorption centroid for that S: {abs_wrong:.3f} eV")
print(f"extra Gaussian broadening (std): {broadening*1e3:.0f} meV")
print(f"absorption maximum, 300 K: {peak_abs:.4f} eV")
print(f"emission maximum, 300 K: {peak_em:.4f} eV")
print(f"estimated shift of maxima: {peak_shift*1e3:.1f} meV")
print(f"S read from maxima: {S_peaks:.2f}")
print(f"zero-phonon energy from maxima: {zpl_peaks:.4f} eV")
print(f"raw absorption centroid, 300 K: {raw_abs:.4f} eV")
print(f"raw emission centroid, 300 K: {raw_em:.4f} eV")
print(f"estimated raw absorption shift: {est_abs*1e3:.1f} meV")
print(f"estimated raw emission shift: {est_em*1e3:.1f} meV")
print(f"S from raw centroids: {S_raw:.2f}")
print(f"zero-phonon energy from raw centroids: {zpl_raw:.4f} eV")
print(f"soft upper state, frequency ratio: {r:.2f}")
print(f"soft case, lower-state relaxation: {relax_low:.4f} eV")
print(f"soft case, upper-state relaxation: {relax_up:.4f} eV")
print(f"soft case, zero-phonon energy: {zpl_soft:.4f} eV")
print(f"soft case, S in emission: {S_low:.2f}")
print(f"soft case, S in absorption: {S_up:.2f}")
print(f"soft case, absorption centroid: {centroid(abs_soft):.5f} eV")
print(f"soft case, emission centroid: {centroid(em_soft):.5f} eV")
print(f"S if phonon quantum is 50 meV: {S_50:.2f}")
print(f"S if phonon quantum is 70 meV: {S_70:.2f}")
print(f"gate-oxide field: {field_MV_cm:.1f} MV/cm")
print(f"chosen dipole change: {dipole_e_nm:.1f} e nm")
print(f"linear Stark shift, magnitude: {stark*1e3:.1f} meV")
print("tests ok")
```

Printed output:

```
absorption, vertical: 3.00 eV
emission, vertical: 1.80 eV
phonon quantum: 60 meV
Stokes shift: 1.20 eV
zero-phonon energy: 2.400 eV
zero-phonon wavelength: 516.6 nm
relaxation energy: 0.600 eV
Huang-Rhys factor: 10.000
displacement d: 4.472 (dimensionless)
zero-phonon energy from diagonalization: 2.400000 eV
absorption centroid, 0 K: 3.000000 eV
emission centroid, 0 K: 1.800000 eV
absorption centroid, 300 K: 3.000000 eV
emission centroid, 300 K: 1.800000 eV
zero-phonon weight, 0 K: 4.540e-05
weight of 8-phonon line, 0 K: 0.1126
weight of 9-phonon line, 0 K: 0.1251
weight of 10-phonon line, 0 K: 0.1251
weight of 11-phonon line, 0 K: 0.1137
thermal energy at 300 K: 25.85 meV
coth(hw/2kT) at 300 K: 1.2177
standard deviation, 0 K: 189.7 meV
standard deviation, 300 K: 209.4 meV
Gaussian-equivalent FWHM, 0 K: 0.447 eV
Gaussian-equivalent FWHM, 300 K: 0.493 eV
S without the factor 2: 20.0
absorption centroid for that S: 3.600 eV
extra Gaussian broadening (std): 48 meV
absorption maximum, 300 K: 2.9762 eV
emission maximum, 300 K: 1.8238 eV
estimated shift of maxima: 23.4 meV
S read from maxima: 9.60
zero-phonon energy from maxima: 2.4000 eV
raw absorption centroid, 300 K: 3.0146 eV
raw emission centroid, 300 K: 1.8693 eV
estimated raw absorption shift: 14.6 meV
estimated raw emission shift: 73.1 meV
S from raw centroids: 9.54
zero-phonon energy from raw centroids: 2.4420 eV
soft upper state, frequency ratio: 0.90
soft case, lower-state relaxation: 0.6630 eV
soft case, upper-state relaxation: 0.5370 eV
soft case, zero-phonon energy: 2.4600 eV
soft case, S in emission: 11.05
soft case, S in absorption: 9.94
soft case, absorption centroid: 2.99715 eV
soft case, emission centroid: 1.79683 eV
S if phonon quantum is 50 meV: 12.00
S if phonon quantum is 70 meV: 8.57
gate-oxide field: 2.0 MV/cm
chosen dipole change: 0.1 e nm
linear Stark shift, magnitude: 20.0 meV
tests ok
```
